# Direction of Chemical Vapour Transport by a Volatile Halide

A sealed tube contains a piece of metal and a small amount of halogen. One end is kept hotter than the other. Neither end is hot enough for the metal to evaporate noticeably, yet metal disappears from one end and grows at the other, because the halogen turns it into a volatile halide that diffuses along the tube and decomposes. Evaporation and condensation would carry a substance from hot to cold. With a halide as carrier, metal can also move the other way, from the cold end to the hot one. If a single reaction forms the halide and its enthalpy keeps the same sign between the two end temperatures, that sign decides which of the two happens, provided that diffusion driven by differences in composition controls the transport.

## The system and its sign conventions

Let the metal M be volatilised by a single reaction,

$$
\mathrm{M(s)} + k\,\mathrm{A(g)} \rightleftharpoons \mathrm{B(g)}, \tag{1}
$$

where A is the halogen carrier and B the gaseous halide. For $\mathrm{MX_4}$ formed from $\mathrm{X_2}$, $k=2$; for the same halide formed from halogen atoms, $k=4$. The standard enthalpy $\Delta H^\circ$ refers to reaction (1) from left to right, per mole of metal. Exothermic volatilisation means $\Delta H^\circ<0$; the reverse reaction, which deposits metal, is then endothermic.

The cold end, at temperature $T_c$, lies at $z=0$ and the hot end, at $T_h>T_c$, at $z=L$. Fluxes are molar, per unit area and time, and positive from cold to hot. SI units are used, with standard pressure $p^\circ=1$ bar.

The gas is ideal and consists of A and B alone, at a uniform total pressure $P$. Pure solid metal is present at both ends, and its activity is set to one. Each end is at local chemical equilibrium, so diffusion rather than surface reaction limits the rate. No halide condenses, and no reaction takes place between the ends.

## Equilibrium at one end

Let $x$ be the mole fraction of B, so that the partial pressures are $p_B=xP$ and $p_A=(1-x)P$. The chemical potential of an ideal gas is $\mu_i=\mu_i^\circ+RT\ln(p_i/p^\circ)$, and that of the solid is $\mu_M^\circ$. When reaction (1) advances by $d\xi$ at fixed $T$ and $P$, the Gibbs energy changes by $(\mu_B-\mu_M-k\mu_A)\,d\xi$. At the minimum this vanishes:

$$
\Delta G^\circ+RT\ln\frac{p_B/p^\circ}{(p_A/p^\circ)^k}=0,
\qquad \Delta G^\circ=\mu_B^\circ-\mu_M^\circ-k\mu_A^\circ .
$$

With $K$ defined by

$$
\Delta G^\circ=-RT\ln K, \tag{2}
$$

the quotient of pressures equals $K$. Inserting the partial pressures gives $x(1-x)^{-k}(P/p^\circ)^{1-k}=K$, or

$$
\frac{x}{(1-x)^k}=K\left(\frac{P}{p^\circ}\right)^{k-1}. \tag{3}
$$

For $k>0$ the left side rises steadily from zero at $x=0$ to infinity as $x\to1$. There is therefore one solution for each $K$, and at fixed $P$ a larger $K$ means a larger $x$.

## The van't Hoff equation

Since $d\Delta G^\circ/dT=-\Delta S^\circ$ at the fixed standard pressure,

$$
\frac{d}{dT}\frac{\Delta G^\circ}{T}
=-\frac{\Delta S^\circ}{T}-\frac{\Delta G^\circ}{T^2}
=-\frac{T\Delta S^\circ+\Delta G^\circ}{T^2}
=-\frac{\Delta H^\circ}{T^2},
$$

where the last step uses $\Delta G^\circ=\Delta H^\circ-T\Delta S^\circ$. By (2), $\ln K=-\Delta G^\circ/(RT)$, and hence

$$
\frac{d\ln K}{dT}=\frac{\Delta H^\circ}{RT^2}. \tag{4}
$$

Integration between the two ends gives

$$
I\equiv\ln\frac{K(T_h)}{K(T_c)}
=\int_{T_c}^{T_h}\frac{\Delta H^\circ(T)}{RT^2}\,dT. \tag{5}
$$

No constancy of $\Delta H^\circ$ has been assumed. If it is constant, $I=(\Delta H^\circ/R)(1/T_c-1/T_h)$, which has the sign of $\Delta H^\circ$.

To see how the composition responds, take the logarithm of (3),

$$
\ln x-k\ln(1-x)=\ln K+(k-1)\ln\frac{P}{p^\circ},
$$

and differentiate at fixed $P$. The left side gives

$$
\left[\frac1x+\frac{k}{1-x}\right]\frac{dx}{dT}
=\frac{1+(k-1)x}{x(1-x)}\,\frac{dx}{dT},
$$

and the right side is (4). Therefore

$$
\frac{dx}{dT}=\frac{x(1-x)}{1+(k-1)x}\,\frac{\Delta H^\circ}{RT^2}. \tag{6}
$$

The denominator is positive because $1+(k-1)x=(1-x)+kx$. The slope $dx/dT$ thus has the sign of $\Delta H^\circ$. When volatilisation is exothermic, the equilibrium gas over the cold metal is richer in halide than that over the hot metal.

## From composition to flux

A difference in composition drives diffusion, but the gas may also drift as a whole: for $k\ne1$ the reaction changes the number of gas molecules. It must be checked that this drift cannot reverse the transport.

In the steady state neither the gas nor the solid accumulates halogen. No halogen passes through the end walls, so its net flow through every cross-section is zero. One molecule of B carries as much halogen as $k$ molecules of A, and therefore

$$
N_A=-kN_B. \tag{7}
$$

The total flux is $N=N_A+N_B=(1-k)N_B$. The flux of B is the sum of its share in the drift and its diffusion relative to the drift,

$$
N_B=xN-cD\frac{dx}{dz}, \tag{8}
$$

where $c=P/(RT)$ is the total concentration and $D$ the binary diffusion coefficient. Buoyant convection and thermal diffusion, the separation of a gas mixture by the temperature gradient itself, are neglected here. Inserting $N$ and collecting the terms in $N_B$,

$$
N_B\left[1-(1-k)x\right]=-cD\frac{dx}{dz}
\quad\Longrightarrow\quad
N_B=-\frac{cD}{1+(k-1)x}\,\frac{dx}{dz}. \tag{9}
$$

The denominator is the same positive quantity as in (6). The drift changes the size of the flux but not its sign. For $k>1$ the total flux $(1-k)N_B$ runs against the halide and slows it; for $k=1$ there is no drift.

Because no reaction occurs between the ends, $N_B$ is the same at every $z$. Divide (9) by $cD$ and integrate from the cold end to the hot end:

$$
N_B\int_0^L\frac{dz}{cD}
=-\int_{x_c}^{x_h}\frac{dx}{1+(k-1)x}
=F(x_c)-F(x_h), \tag{10}
$$

$$
F(x)=\frac{\ln[1+(k-1)x]}{k-1},\qquad F(x)=x\ \text{ for } k=1. \tag{11}
$$

The second form is the limit of the first, since $\ln(1+\epsilon x)/\epsilon\to x$ as $\epsilon\to0$. The integral on the left of (10) is a diffusion resistance; it is positive and includes the variation of $c$ and $D$ with temperature.

## The direction of transport

The function $F$ increases with $x$, because $F'(x)=1/[1+(k-1)x]>0$. By (3), $x$ increases with $K$. By (5), $K$ is larger at the hot end if $I>0$ and at the cold end if $I<0$. Together,

$$
\operatorname{sign}N_B=\operatorname{sign}(x_c-x_h)=-\operatorname{sign}I. \tag{12}
$$

If $\Delta H^\circ<0$ throughout the interval, then $I<0$ and $N_B>0$: exothermic volatilisation carries metal from cold to hot. If $\Delta H^\circ>0$ throughout, metal goes from hot to cold. The pressure does not enter (12), although it affects the rate through $x_c$ and $x_h$.

In the exothermic case the halide forms at the cold end. On reaching the hot end it would raise the halide content above the equilibrium value there, so reaction (1) runs backwards, metal is deposited, and the freed carrier diffuses back. The metal travels from cold to hot, but heat does not. For constant $\Delta H^\circ<0$, heat is released where the halide forms, at the cold end, and absorbed where it decomposes, at the hot end. In the endothermic case the halide forms at the hot end, absorbing heat, and decomposes at the cold end, releasing it. Either way, as long as $\Delta H^\circ$ keeps one sign, the reaction cycle takes up heat at the hot end and gives it off at the cold end, as the second law leads one to expect.

## How fast: the small-interval limit

The sign of $\Delta H^\circ$ does not tell how much metal moves. For a small difference $\Delta T=T_h-T_c$, expand the right side of (10) to leading order:

$$
F(x_c)-F(x_h)\approx-F'(x)\frac{dx}{dT}\,\Delta T .
$$

With $F'$ from (11), $dx/dT$ from (6), and the resistance replaced by $L/(cD)$,

$$
N_B\approx-\frac{cD}{L}\,
\frac{x(1-x)}{[1+(k-1)x]^2}\,
\frac{\Delta H^\circ}{RT^2}\,\Delta T. \tag{13}
$$

The factor containing $x$ vanishes at both extremes. If $x\to0$, hardly any halide forms. If $x\to1$, the halide is so stable that hardly any of it decomposes at either end. To find the best composition at fixed $T$, $cD$ and $\Delta H^\circ$, set the derivative of the logarithm of this factor to zero:

$$
\frac1x-\frac1{1-x}-\frac{2(k-1)}{1+(k-1)x}=0 .
$$

Multiplying by all three denominators gives

$$
(1-2x)[1+(k-1)x]=2(k-1)x(1-x).
$$

The terms in $x^2$ are equal on both sides and cancel. What remains is $1-2x-(k-1)x=0$, so

$$
x_{\rm best}=\frac1{k+1}. \tag{14}
$$

This is a maximum, since the factor is positive between its zeros at $x=0$ and $x=1$ and has this one stationary point. For $k=2$ the best gas is one third halide. Good transport over a small interval needs an equilibrium that lies clearly on neither side.

## A worked case: metal moving to the hot end

Consider $\mathrm{M}+2\mathrm{X_2}\rightleftharpoons\mathrm{MX_4}$ with round model parameters that stand for no particular metal: $\Delta H^\circ=-150$ kJ/mol and $\Delta S^\circ=-160$ J/(mol K) at 900 K, and a constant heat-capacity change $\Delta C_p=10$ J/(mol K). The ends are at 800 K and 1100 K, the pressure is 0.10 bar, the path is 10 cm long and its cross-section is 1 cm². The diffusion coefficient is $10^{-5}$ m²/s at 300 K and 1 bar, and varies as $T^{1.75}/P$. This round value is generous: kinetic-theory estimates for heavy pairs of a halogen and a tetrahalide lie several times lower, and every flux and daily amount below is proportional to $D$. The neglect of halogen atoms is good for chlorine under these conditions but not for iodine, which at 1100 K and 0.10 bar is about one third atoms. With a linear temperature profile the resistance in (10) is 105.66 m² s/mol.

The heat-capacity term changes the enthalpy only slightly, from $-151.0$ kJ/mol at the cold end to $-148.0$ kJ/mol at the hot end. It is negative throughout, so (12) predicts transport to the hot end. The equilibrium constants are 27.55 at 800 K and 0.0596 at 1100 K, with $I=-6.136$.

For $k=2$, equation (3) reads $x/(1-x)^2=K\,P/p^\circ$. At the cold end the right side is $27.55\times0.10=2.755$, and the solution is $x_c=0.5523$; indeed $0.5523/0.4477^2=2.755$. At the hot end the right side is 0.00596 and $x_h=0.00589$. More than half of the cold gas is halide, but less than one per cent of the hot gas.

With $F(x)=\ln(1+x)$, equation (10) gives

$$
N_B=\frac{\ln1.5523-\ln1.00589}{105.66}
=\frac{0.4339}{105.66}
=4.11\times10^{-3}\ \mathrm{mol\,m^{-2}\,s^{-1}} .
$$

The positive sign means cold to hot. The carrier returns at twice this rate, $8.21\times10^{-3}$ mol m⁻² s⁻¹, as (7) requires. Through 1 cm² in one day, 86 400 s, the metal moved is

$$
4.106\times10^{-3}\times10^{-4}\times86\,400
=0.0355\ \mathrm{mol}=35.5\ \mathrm{mmol}.
$$

Had the drift been ignored, the numerator would have been $x_c-x_h=0.5464$ instead of 0.4339. The drift thus lowers the flux by about 21% of its drift-free value and leaves its direction unchanged.

## Three contrasts

**Endothermic volatilisation.** Take $k=1$, with $\Delta H^\circ=100$ kJ/mol and $\Delta S^\circ=90$ J/(mol K) at 900 K, and all else as before. Now $x_c=0.01476$ and $x_h=0.47835$: the hot gas is the richer one. With $F(x)=x$,

$$
N_B=\frac{0.01476-0.47835}{105.66}
=-4.39\times10^{-3}\ \mathrm{mol\,m^{-2}\,s^{-1}},
$$

so 37.9 mmol of metal per day moves from hot to cold.

**A halide that is too stable.** Return to the exothermic case, but set $\Delta S^\circ=0$ at 900 K. This adds the same constant to $\ln K$ at every temperature, so $I$ keeps its value of $-6.136$ and the direction is unchanged. The equilibrium, however, now lies far on the halide side, with $x_c=0.99996$ and $x_h=0.99914$. The flux drops to $3.87\times10^{-6}$ mol m⁻² s⁻¹, about one thousandth of the earlier value, and only 0.033 mmol per day reaches the hot end. A change of $K$ by a factor of several hundred between the ends is of little use when the gas is almost pure halide at both.

**An enthalpy that changes sign.** Let $k=2$, $\Delta H^\circ=\Delta C_p(T-T_0)$ with $T_0=900$ K and $\Delta C_p=50$ J/(mol K), and $\Delta S^\circ=0$ at $T_0$. Volatilisation is exothermic below 900 K and endothermic above. The integral (5) becomes

$$
I=\frac{\Delta C_p}{R}\int_{T_c}^{T_h}\left(\frac1T-\frac{T_0}{T^2}\right)dT
=\frac{\Delta C_p}{R}\left[\ln\frac{T_h}{T_c}+\frac{T_0}{T_h}-\frac{T_0}{T_c}\right]. \tag{15}
$$

Between 800 K and 950 K the exothermic part prevails: $I=-0.0348$, and the flux is $+2.07\times10^{-5}$ mol m⁻² s⁻¹, from cold to hot, although $\Delta H^\circ$ is $+2.5$ kJ/mol at the hot end. Between 850 K and 1100 K the endothermic part prevails: $I=+0.1034$, and the flux is $-6.80\times10^{-5}$ mol m⁻² s⁻¹, from hot to cold, although $\Delta H^\circ$ is $-2.5$ kJ/mol at the cold end. Within the model, the enthalpy at one end does not settle the direction; the integral over the interval does. This rests on the absence of reaction between the ends. Here $K$ has its minimum at $T_0$, inside the tube. If the wall carried metal in equilibrium with the gas, (6) and (9) would make the flux point towards $T_0$ from both sides, and metal would collect there at the expense of both ends. In a real gas the neglected thermal diffusion can also be comparable with fluxes as small as these. It usually drives the heavier halide towards the cold end, adding a term $-cD\,\alpha_T\,x(1-x)\,d\ln T/dz$ to (8) with $\alpha_T>0$. Such a term strengthens the second flux and opposes the first, which it would cancel at $\alpha_T\approx0.19$.

## Numerical checks and conditions of validity

The compositions from (3) were tested against direct minimisation of the Gibbs energy; the largest difference in $x$ was $1.4\times10^{-8}$. The flux (10) was tested against a discretised solution for the two gases in which the total drift is an unknown, fixed by the condition of zero net halogen flow. The largest deviation, relative to (10), was $1.6\times10^{-6}$. These tests covered the cases above and one with $k=4$. They confirm the algebra within the model, not the model's neglect of convection and thermal diffusion. The values are listed in the numerical output.

The rule can fail when its premises do. If the gas holds several halides of the metal, or if the halogen dissociates appreciably, more than one reaction fixes the metal content of the gas, and the enthalpy of one of them is no longer a sufficient guide. If a halide condenses at the cold end, halogen collects there in the condensate, and the zero net halogen flow expressed by (7) does not hold while it does so. If surface reactions are slow, the end compositions depart from equilibrium, and (10) with the equilibrium values of $x_c$ and $x_h$ no longer gives the rate. Metal may also deposit on the wall before the gas reaches the end of the tube. In the worked exothermic case the quotient of pressures in (2) exceeds the local $K$ between the ends, by a factor of up to about seven, so the gas there is supersaturated with metal. If metal does deposit on the way, $N_B$ is no longer the same at every $z$, and (10) does not give the amount that reaches the hot end. Finally, when the metal at the source is used up, the equilibrium that fed the transport is gone, and the steady state ends.

## Numbers as computed

```
Cold end, hot end: 800 K, 1100 K
Total pressure: 0.10 bar
Path length: 10 cm; area: 1 cm^2
D at 300 K and 1 bar: 1.0e-05 m^2/s; exponent 1.75
Integral of dz/(cD): 105.66 m^2 s/mol
Exothermic: k = 2, dCp = 10 J/(mol K)
  at 900 K: dH = -150 kJ/mol, dS = -160 J/(mol K)
  800 K: dH = -151.0 kJ/mol, ln K = 3.316, K = 27.55, x = 0.55230
  1100 K: dH = -148.0 kJ/mol, ln K = -2.820, K = 0.0596, x = 0.00589
  ln K(hot)/K(cold) = -6.136
  halide flux, cold to hot: 4.106e-03 mol/(m^2 s)
  carrier flux, cold to hot: -8.213e-03 mol/(m^2 s)
  metal moved to hot end: 35.479 mmol/day
Endothermic: k = 1, dCp = 10 J/(mol K)
  at 900 K: dH = 100 kJ/mol, dS = 90 J/(mol K)
  800 K: dH = 99.0 kJ/mol, ln K = -4.201, K = 0.01498, x = 0.01476
  1100 K: dH = 102.0 kJ/mol, ln K = -0.087, K = 0.917, x = 0.47835
  ln K(hot)/K(cold) = 4.114
  halide flux, cold to hot: -4.388e-03 mol/(m^2 s)
  carrier flux, cold to hot: 4.388e-03 mol/(m^2 s)
  metal moved to hot end: -37.909 mmol/day
Too stable: k = 2, dCp = 10 J/(mol K)
  at 900 K: dH = -150 kJ/mol, dS = 0 J/(mol K)
  800 K: dH = -151.0 kJ/mol, ln K = 22.560, K = 6.274e+09, x = 0.99996
  1100 K: dH = -148.0 kJ/mol, ln K = 16.423, K = 1.357e+07, x = 0.99914
  ln K(hot)/K(cold) = -6.136
  halide flux, cold to hot: 3.872e-06 mol/(m^2 s)
  carrier flux, cold to hot: -7.745e-06 mol/(m^2 s)
  metal moved to hot end: 0.033 mmol/day
Flux ratio, too stable / exothermic: 9.43e-04
Enthalpy changing sign at 900 K: k = 2, dCp = 50 J/(mol K), dS = 0 at 900 K
  800 to 950 K: dH at ends = -5.0, 2.5 kJ/mol
    ln K ratio = -0.0348, flux = 2.066e-05 mol/(m^2 s)
  850 to 1100 K: dH at ends = -2.5, 10.0 kJ/mol
    ln K ratio = 0.1034, flux = -6.798e-05 mol/(m^2 s)
Largest error of x against Gibbs minimum: 1.4e-08
Largest relative flux error, formula/grid: 1.6e-06
```
